# Viscosity Error from Finite Collision Cells in Direct Simulation Monte Carlo

**Question.** In direct simulation Monte Carlo (DSMC), two simulated particles may collide although they are some distance apart, provided they share a cell. By how much does this raise the viscosity of the simulated gas, how does the excess grow with the cell width, and how large is it when a cell is one mean free path wide?

**Answer.** The excess comes from momentum that jumps between the two collision partners without being carried by flight. Its size follows from the mean jump per collision; its behaviour in wider cells needs the memory of earlier collisions as well.

## The gas and the reference viscosity

Take hard spheres of mass $m$, diameter $d$, number density $n$ and temperature $T$. The algorithm alternates free flight with collisions. A partner is drawn from anywhere in the same cell, a pair is accepted with probability proportional to its relative speed $g$, the relative velocity is turned to a random direction, and the positions stay as they are. The flow is along $x$ with a weak uniform gradient $\gamma=du_x/dy$, and $L$ is the cell width along $y$. The state is uniform along $x$ and $z$, so the other cell dimensions do not enter. Until stated otherwise, the time step is vanishingly small and each cell holds many particles.

The mean speed, collision rate per particle and mean free path are

$$\bar v=\sqrt{\frac{8kT}{\pi m}},\qquad \nu=\sqrt2\,\pi d^2n\bar v,\qquad \lambda=\frac{\bar v}{\nu}=\frac{1}{\sqrt2\,\pi d^2n}.$$

The first Chapman–Enskog approximation to the viscosity is $\eta_1=(5/16d^2)\sqrt{mkT/\pi}$. Substituting $1/d^2=\sqrt2\,\pi n\lambda$ and $\sqrt{mkT/\pi}=m\bar v/\sqrt8$ gives

$$\eta_1=\frac{5\pi}{32}\,nm\bar v\lambda .$$

The converged dilute-gas value $\eta_0$ is slightly larger. Solving the linearized Boltzmann equation with four Laguerre polynomials in the squared speed gives $\eta_0=1.0160\,\eta_1$; three polynomials give 1.0159.

## Momentum that jumps

Suppose particle $i$ gains $m\Delta v_x$ and its partner $j$ loses it. Momentum has then moved from $y_j$ to $y_i$, across every plane in between. Averaged over all planes, the momentum flux is

$$P_{xy}=nm\langle v_xv_y\rangle+\frac1V\sum_{\text{pairs per unit time}} m\,\Delta v_x\,(y_i-y_j),\qquad \eta=-\frac{P_{xy}}{\gamma}.$$

The first term is the kinetic flux, and the second exists because the partners are separated.

For a first estimate, let the velocities before a collision be Maxwellian about the local flow $\gamma y$. The mean relative velocity of a pair is then $w=\gamma(y_i-y_j)$ along $x$. Relative velocities at equilibrium follow $\exp(-mg^2/4kT)$. A small shift by $w$ multiplies this by $1+mwg_x/2kT$. Collisions are weighted by $g$, so the mean of $g_x$ per collision is

$$\langle g_x\rangle_{\rm c}=\frac{mw}{2kT}\,\frac{\langle g\,g_x^2\rangle}{\langle g\rangle}=\frac{mw}{2kT}\cdot\frac13\,\frac{\langle g^3\rangle}{\langle g\rangle}.$$

With $t=mg^2/4kT$, the collision-weighted distribution $g^3e^{-t}dg$ becomes $t\,e^{-t}dt$, whose mean is $t=2$. Hence $\langle g^3\rangle/\langle g\rangle=8kT/m$ and $\langle g_x\rangle_{\rm c}=\tfrac43w$.

Isotropic scattering removes the relative velocity on average, and each partner takes half of the change. Thus $\langle\Delta v_x\rangle=-\tfrac12\langle g_x\rangle_{\rm c}=-\tfrac23w$. There are $n\nu/2$ collisions per volume and time, the half preventing a double count of pairs. Two independent uniform positions in a cell, each of variance $L^2/12$, have $\langle(y_i-y_j)^2\rangle=L^2/6$. The collisional viscosity is therefore

$$\eta_C=\frac{n\nu}{2}\,m\cdot\frac23\cdot\frac{L^2}{6}=\frac{nm\nu L^2}{18}.$$

It is positive because momentum jumps from faster to slower layers, as in ordinary viscous transport. With $\nu=\bar v/\lambda$,

$$\boxed{\frac{\eta_C}{\eta_1}=\frac{1}{18}\cdot\frac{32}{5\pi}\,\frac{L^2}{\lambda^2}=\frac{16}{45\pi}\left(\frac L\lambda\right)^2=0.1132\left(\frac L\lambda\right)^2}\qquad(L\ll\lambda).$$

One factor of $L$ comes from the velocity difference between the partners, the other from the distance the momentum jumps. Relative to $\eta_0$ the coefficient is 0.1114. Extended to $L=\lambda$, the law gives an excess of about 11 percent. That is an extrapolation, since the local Maxwellian was justified for small cells, where a particle usually leaves the cell between collisions.

## What a particle remembers

In a wider cell a particle may collide again before it leaves. If the first collision gave it extra $x$-momentum at a position above the cell centre, the next tends to return that momentum to partners whose mean position is the centre. Part of the first jump is undone.

To include this, measure $y$ from the centre of a cell and velocities from the flow there. Write the distribution as a Maxwellian times $1+\varphi$, with

$$\varphi=\frac{m}{kT}\left[\gamma yv_x+h(y,\mathbf v)\right],$$

where $h$ repeats from cell to cell. A collision involves a particle at its own position and a partner from the whole cell. The linearized collision term is thus $-A\varphi+B\bar\varphi$, the bar denoting a cell average. Here $A\psi$ is the mean rate of loss of $\psi(\mathbf v)$ by a tagged particle in equilibrium gas, and $B\psi$ is the mean rate of gain of $\psi$ by its partners. Momentum conservation means $Av_x=Bv_x$, which is why a uniform flow is unaffected. Since $\gamma yv_x$ has zero cell average, the steady equation is

$$\gamma v_xv_y+v_y\partial_yh=-\gamma y\,Av_x-Ah+B\bar h .$$

Expand in $e^{iky}$ with $k=2\pi j/L$. The periodic sawtooth $y$ has coefficients $y_k=i(-1)^j/k$ for $j\ne0$, by one integration by parts, so $|y_k|^2=1/k^2$. The equation separates:

$$k=0:\ \ \gamma v_xv_y=-A\bar h+B\bar h;\qquad k\neq0:\ \ (A+ikv_y)h_k=-\gamma y_kAv_x .$$

The uniform part is the ordinary linearized Boltzmann equation. The cell-averaged kinetic flux contains $\bar h$ alone, so it still gives $\eta_0$: in linear response the cell width adds a collisional part and leaves the kinetic part unchanged.

For the collisional flux, use $\Delta v_{x,j}=-\Delta v_{x,i}$ to write each jump as the sum of $m\Delta v_x\,y$ over both partners. The $B$ term is uniform in $y$ and drops out on averaging with $y$. What remains is $P_C=-nm\,\overline{y\langle v_xA\varphi\rangle}$, where angle brackets are Maxwellian averages. Detailed balance makes $A$ symmetric, $\langle v_xAh\rangle=\langle hAv_x\rangle$. Inserting $h_k$ and dividing by $-\gamma$ gives

$$\eta_C=\frac{nm^2}{kT}\sum_{k\ne0}\frac1{k^2}\Big[\langle v_xAv_x\rangle-\langle Av_x\,(A+ikv_y)^{-1}Av_x\rangle\Big].$$

The first term is the earlier estimate. A tagged particle loses $g_x/2$ per collision on average. Symmetrizing between the partners replaces $v_xg_x$ by $g_x^2/2$, so $\langle v_xAv_x\rangle=\tfrac14\nu\cdot\tfrac13\cdot8kT/m=2\nu kT/3m$. With $\sum_{k\ne0}1/k^2=L^2/12$ this returns $nm\nu L^2/18$. The second term is the memory.

## The first correction

In small cells every $k$ is large. Free flight then removes the memory except for particles with $|v_y|$ below about $\nu/k$, which linger near their position. To leading order the loss rate $\nu(v)$ alone matters in this narrow layer, because scattering spreads particles out of it. The sum of the $k$ and $-k$ terms involves

$$\frac{\nu(v)}{\nu(v)^2+k^2v_y^2}\;\to\;\frac{\pi}{|k|}\,\delta(v_y).$$

Since $\sum_{k\ne0}|k|^{-3}=2(L/2\pi)^3\zeta(3)$, with $\zeta(3)=\sum_{j\ge1}j^{-3}$, the correction is

$$\delta\eta_C=-\frac{nm^2}{kT}\,\pi\langle(Av_x)^2\delta(v_y)\rangle\,\frac{\zeta(3)L^3}{4\pi^3}.$$

A numerical integral over speed turns this into $-0.0161\,(L/\lambda)^3$ in units of $\eta_1$. So the quadratic law is a leading term, and the next term is cubic and negative. At $L=\lambda$ the two together give $0.1132-0.0161=0.0971$.

## Beyond small cells

For general $L$ the resolvent has to be found numerically. The scattering-in part of $A$ was expanded in 42 products of spherical harmonics and Laguerre polynomials, while the loss rate and free flight were kept on a velocity grid. The sum over $k$ was completed with its $1/|k|^3$ tail. Reducing the basis to 20 functions, with the grid and the sum held fixed, changed $\eta_C/\eta_1$ at $L=\lambda$ by less than $10^{-6}$. That test was made at this one width; the entries for $L\ge4\lambda$ should be read as good to about 1 percent.

| $L/\lambda$ | $\eta_C/\eta_1$, full | quadratic law |
|---:|---:|---:|
| 0.25 | 0.0068 | 0.0071 |
| 0.5 | 0.0264 | 0.0283 |
| 1 | 0.0983 | 0.1132 |
| 2 | 0.342 | 0.453 |
| 4 | 1.06 | 1.81 |
| 8 | 2.77 | 7.24 |
| 16 | 6.30 | 28.97 |

Between $L/\lambda=0.05$ and 0.25 the mean growth exponent is 1.98. At one mean free path the full linear-response excess is 9.7 percent of $\eta_0$, against 11.1 percent from the quadratic law. The quadratic law thus overstates the excess there by about 15 percent of its full value.

Wide cells follow another law. Using $(A+ikv_y)^{-1}Av_x=v_x-(A+ikv_y)^{-1}ikv_yv_x$, and the same identity from the left, the square bracket in $\eta_C$ becomes

$$ik\langle v_x^2v_y\rangle+k^2\langle v_xv_y(A+ikv_y)^{-1}v_xv_y\rangle .$$

The first average vanishes because it is odd in $v_y$. The factor $k^2$ cancels the $1/k^2$ outside, so each term of the sum stays finite as $k\to0$. The modes are spaced by $2\pi/L$; for large $L$ the sum becomes $(L/2\pi)\int dk$, and the excess grows linearly. Physically, collisions level the flow inside each cell except near its edges, and momentum passes between cells only with particles that cross the boundary. The velocity difference between neighbouring cells is $\gamma L$, while the crossing rate per area is fixed. In the table, the increase from 8 to 16 is 2.07 times that from 4 to 8; a straight line would give 2.

## A particle simulation

The collisional flux can also be counted directly. A DSMC gas of about 40,000 particles was sheared in one cell with sliding periodic images, its temperature held by rescaling velocities relative to the imposed flow. The shear rate times the mean free time was 0.094. Summing $m\Delta v_x(y_i-y_j)$ over collisions gave

- $\eta_C/\eta_1=0.026\pm0.001$ at $L=0.5\lambda$,
- $0.102\pm0.002$ at $L=\lambda$,
- $0.346\pm0.004$ at $L=2\lambda$.

The uncertainties are one standard error from the scatter between time steps, with correlations between steps neglected. The values agree with the full theory within two standard errors. At $L=2\lambda$ the quadratic value 0.453 is clearly excluded.

The kinetic part came out 3 to 4 percent below $\eta_0$ at all three widths. The likely causes are the finite shear rate and the division of the collision phase into short sweeps, in which a particle collides at most once. The runs do not separate the two.

## The time step

A finite time step $\Delta t$ adds an error of its own. Let $s$ be the kinetic shear stress with its sign reversed, $p=nkT$ the pressure, and $\tau=\eta_1/p$ a single relaxation time, which is an approximation. During flight, $s$ grows by $p\gamma\Delta t$. Collisions then multiply it by $e^{-a}$, with $a=\Delta t/\tau$. In a steady cycle,

$$s_{\rm start}=e^{-a}s_{\rm end},\quad s_{\rm end}=s_{\rm start}+p\gamma\Delta t\ \Rightarrow\ s_{\rm end}=\frac{p\gamma\Delta t}{1-e^{-a}} .$$

Growth is linear during flight, so the mean stress is

$$\frac{s_{\rm start}+s_{\rm end}}2=\frac{p\gamma\Delta t}{2}\,\frac{1+e^{-a}}{1-e^{-a}}=p\gamma\tau\,\frac a2\coth\frac a2\approx p\gamma\tau\left(1+\frac{a^2}{12}\right).$$

This error is also positive and quadratic when small. A simulation with steps of 1.44 mean free times had a kinetic viscosity 1.12 times that of the short-step run at the same cell width; the formula gives 1.11.

## Numbers for a sputtering chamber

Take particles of 40 u and diameter 0.37 nm at 5 mTorr and 300 K. These are round parameters, in the rough range of low-pressure magnetron sputtering. Then $n=p/kT=1.609\times10^{20}\ \mathrm{m^{-3}}$, and

$$\lambda=\frac1{\sqrt2\,\pi d^2n}=10.2\ \mathrm{mm},\qquad \eta_1=21.4\ \mathrm{\mu Pa\,s},\qquad \eta_0=1.016\,\eta_1=21.7\ \mathrm{\mu Pa\,s}.$$

A cell of 10 mm has $L/\lambda=0.979$. The quadratic law predicts an error of $0.1114\times0.979^2=10.7$ percent of $\eta_0$; the full theory gives 9.3 percent, hence a simulated viscosity of $21.7\times1.093=23.7\ \mathrm{\mu Pa\,s}$. A cell of 5 mm has an error of 2.5 percent, or 2.7 percent by the quadratic law. Halving the cell at fixed pressure and temperature has cut the error by a factor of 3.7, near the factor 4 of a pure square. For a 1 percent error from the cell width alone in this hard-sphere gas, the width along the velocity gradient must be $0.306\lambda=3.1$ mm. At fixed temperature $\lambda\propto1/p$, so that width shrinks in proportion as the pressure rises.

Two other numerical errors are smaller than that of the 10 mm cell, but the second is not negligible. The mean free time is 25.6 µs, and a step of 5 µs adds 0.2 percent to the kinetic part of the viscosity. With few particles per cell, a pair may soon collide again. Its relative velocity is already randomized, so the second collision relaxes no further stress on average, and the kinetic viscosity rises. Simulations of cubic cells one mean free path wide gave a total viscosity higher by roughly 5 to 7 percent of $\eta_1$ with 4 particles per cell than with 80. With 10 or 20 particles the excess was too small to be resolved reliably. If it falls in inverse proportion to the particle number, it is about 1 to 1.5 percent for 20 particles per cell. That scaling is assumed, not measured, and an excess of about 3 percent at 20 particles is not excluded.

Physical simplifications can matter as much as the cell width. Hard spheres have $\eta\propto T^{1/2}$. If the real gas follows roughly $T^{0.8}$ and the two agree at 300 K, the real viscosity at 400 K is $(400/300)^{0.3}$ times the hard-sphere value, or 9 percent higher. That is about as large as the error of the 10 mm cell. Slip at the walls matters too: across a 100 mm gap its rough scale is $2\lambda/H=20$ percent, with $H$ the gap. DSMC includes slip through its wall collisions, but a flow calculation that uses a viscosity with no-slip walls does not. In such a chamber the cell error is best read as an error in the gas's internal momentum transport, and the drag on a wall need not change by the same percentage.
